# Reversible Site Adsorption: Why a Saturated Dose Can Leave Sites Empty

**Q.** In atomic-layer deposition I lengthen the precursor pulse until the uptake stops rising. I then conclude that every adsorption site is filled. What is wrong with that?

**A.** The flat curve shows that the coverage has stopped changing. It says nothing yet about the value at which it stopped. If molecules can leave again, uptake stops when arrivals and departures balance, and that may happen with sites still empty.

Take identical sites, each holding at most one molecule. An empty site fills at rate $k_a$ and a filled site empties at rate $k_d$. Both rates are constant during the pulse and independent of the neighbouring sites. The coverage $\theta$ is the mean fraction of filled sites.

**Q.** Before you use $k_a$, tell me where it comes from. A gas has a pressure, not a filling rate.

**A.** Count the molecules that strike the surface. For an ideal gas of number density $n$, molecular mass $m$ and temperature $T$, the velocity component $v$ towards the surface has the Maxwell distribution

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.$$

Molecules with $v>0$ reach unit area at the rate $n\,v f(v)\,dv$, so the arrival flux is

$$J=n\int_0^\infty v f(v)\,dv
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}}.$$

The integral used is $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$. With $n=P/k_BT$,

$$J=\frac{P}{\sqrt{2\pi m k_BT}},\qquad k_a=s_0AJ .$$

Here $A$ is the area per site and $s_0$ is the probability that a molecule striking an empty site sticks. The algebra is in atomic units, with $k_BT$ an energy. Since $\hbar$, the electron mass and the elementary charge do not appear, the formulas look the same in SI units.

For departures I use the model $k_d=\nu e^{-E_d/k_BT}$, with desorption energy $E_d$ and prefactor $\nu$.

**Q.** Give me numbers, for a process I might run.

**A.** Consider water held as intact molecules on hydroxylated alumina, during the water step of alumina deposition. I take rough, effective values: $T=400$ K, $P=0.20$ Torr, $A=0.10\ \mathrm{nm^2}$, $s_0=0.001$, $E_d=0.90$ eV and $\nu=10^{13}\ \mathrm{s^{-1}}$. They set a regime and are not measured constants of one surface.

The flux is $8.28\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$, so

$$k_a=0.001\times0.10\times8.28\times10^5\ \mathrm{s^{-1}}=82.8\ \mathrm{s^{-1}}.$$

With $k_BT=0.03447$ eV,

$$k_d=10^{13}\,e^{-0.90/0.03447}\ \mathrm{s^{-1}}=45.8\ \mathrm{s^{-1}}.$$

The two rates are comparable, so neither process can be dropped.

**Q.** You still have rates for one site. Molecules also hop between sites, and then the sites are not independent. Can you write an equation for the coverage alone?

**A.** Yes, if the hops connect equivalent sites. Let $n_i=1$ when site $i$ is filled and $0$ when it is empty. In a short time $dt$, an empty site fills with probability $k_a\,dt$ and a filled one empties with probability $k_d\,dt$. Let a molecule hop from $i$ to an empty site $j$ at rate $h_{ij}=h_{ji}$. Averaging gains and losses gives

$$\frac{d\langle n_i\rangle}{dt}=k_a(1-\langle n_i\rangle)-k_d\langle n_i\rangle
+\sum_j h_{ij}\big[\langle n_j(1-n_i)\rangle-\langle n_i(1-n_j)\rangle\big].$$

The product $\langle n_in_j\rangle$ occurs in both hopping terms and cancels, leaving $h_{ij}(\langle n_j\rangle-\langle n_i\rangle)$. This changes sign when $i$ and $j$ are exchanged, so it vanishes on summing over all sites. Dividing the sum by the number of sites gives

$$\frac{d\theta}{dt}=k_a(1-\theta)-k_d\theta .$$

No assumption about correlations was needed. The result would fail if desorption depended on the neighbours. If a filled neighbour $j$ multiplies the escape rate by $b$, the loss from site $i$ contains

$$k_d\langle n_i[1+(b-1)n_j]\rangle=k_d\langle n_i\rangle+k_d(b-1)\langle n_in_j\rangle .$$

The pair average now remains, and $\theta$ alone no longer determines its own rate of change.

**Q.** Accept constant, neighbour-independent rates. Where does the uptake stop, and how does it get there?

**A.** Setting the derivative to zero gives $k_a=(k_a+k_d)\theta$, hence

$$\theta_{eq}=\frac{k_a}{k_a+k_d}.$$

For the approach, write $\theta=\theta_{eq}+\delta$ and $k=k_a+k_d$. Since $\theta_{eq}$ is constant,

$$\frac{d\delta}{dt}=k_a-k(\theta_{eq}+\delta)=k_a-k_a-k\delta=-k\delta .$$

Therefore

$$\frac{d}{dt}\left(e^{kt}\delta\right)=e^{kt}\left(k\delta+\frac{d\delta}{dt}\right)=0,$$

so $e^{kt}\delta$ keeps its initial value $\theta_0-\theta_{eq}$, where $\theta_0$ is the starting coverage. This gives

$$\theta(t)=\theta_{eq}+(\theta_0-\theta_{eq})\,e^{-(k_a+k_d)t}.$$

**Q.** Desorption works against filling. I would have expected the difference of the rates in the exponent, not their sum.

**A.** The exponent describes how a deviation from balance disappears. Suppose the coverage is too high by $\delta$. There are fewer empty sites, so the gain falls by $k_a\delta$. There are more filled sites, so the loss rises by $k_d\delta$. Both changes push the coverage back, and their effects add. For a coverage that is too low, both signs reverse.

Your intuition about opposition appears in the height of the plateau. From an empty surface,

$$\theta(t)=\theta_{eq}\left(1-e^{-(k_a+k_d)t}\right),$$

and the initial slope is $\theta_{eq}(k_a+k_d)=k_a$. Desorption does not affect this first slope, because nothing is there to desorb. It lowers the plateau, which is then reached sooner.

Two limits show this. For $k_d\to0$ the formula becomes $1-e^{-k_at}$, and the surface fills. For $k_d\gg k_a$ the plateau is approximately $k_a/k_d$, a small number, approached at approximately the rate $k_d$.

**Q.** You wrote "eq". Is a steady coverage really an equilibrium?

**A.** In this model the filling and emptying of a site are the two directions of one process, and at the plateau they balance. This is thermodynamic equilibrium if gas and surface share one temperature and no other process is active.

Thermodynamics then fixes the ratio $k_a/k_d$ at given pressure and temperature. A microscopic theory may therefore not choose $s_0$ and $\nu$ independently. If both are multiplied by the same factor, the plateau stays and the relaxation rate changes by that factor.

**Q.** What would my dose test show for your water example?

**A.** The plateau and relaxation time are

$$\theta_{eq}=\frac{82.76}{82.76+45.76}=0.644,\qquad
\frac1{k_a+k_d}=\frac1{128.52\ \mathrm{s^{-1}}}=7.78\ \mathrm{ms}.$$

The summed rate is $3.11\times10^{-15}$ in atomic units. To come within a fraction $\varepsilon$ of the plateau from an empty surface, one needs $e^{-(k_a+k_d)t}=\varepsilon$, or

$$t_\varepsilon=\frac{\ln(1/\varepsilon)}{k_a+k_d}.$$

For $\varepsilon=0.01$ this is $4.605/(128.52\ \mathrm{s^{-1}})=35.8$ ms.

The coverage is 0.466 after 10 ms, 0.643 after 50 ms and 0.644 after 100 ms. Doubling the pulse from 50 to 100 ms changes almost nothing, yet about 36% of the sites are empty.

**Q.** Then how could I discover that the plateau is incomplete?

**A.** Change the pressure at fixed temperature. In this model a tenfold pressure raises $k_a$ tenfold and the plateau to 0.948. A full surface could not have gained molecules. At any finite pressure $\theta_{eq}$ remains below one as long as $k_d>0$.

The time dependence gives a second test. If $s_0$ does not depend on pressure, the observed rate is $k(P)=\alpha P+k_d$, with constant $\alpha=k_a/P$. Then

$$2k(P)-k(2P)=2\alpha P+2k_d-2\alpha P-k_d=k_d .$$

In the example, the uptake curves at 0.20 and 0.40 Torr relax at 128.52 and 211.28 $\mathrm{s^{-1}}$. The intercept is $2\times128.52-211.28=45.76\ \mathrm{s^{-1}}$, which is the desorption rate. Fitting the whole curve in this way requires a pressure step much faster than the relaxation, and gas consumption too small to change the pressure at the surface.

**Q.** I usually quote exposure as pressure times time. Would that have warned me?

**A.** It would have hidden the effect. Without desorption, an initially empty surface has $\theta=1-e^{-k_at}$. Since $k_a$ is proportional to $P$ at fixed temperature, the coverage depends on $P$ and $t$ through their product. With desorption, $k_dt$ enters separately.

Compare 0.20 Torr for 10 ms with 0.02 Torr for 100 ms. Both exposures are 2 Torr ms. With $k_d=0$, both give a coverage of 0.563. With the example's $k_d$, they give 0.466 and 0.152. The weaker dose has nearly reached its own, much lower, plateau.

**Q.** The pulse is followed by a purge. Do the molecules stay where they are?

**A.** Not if the binding is reversible. In an ideal purge no molecule returns, so $k_a=0$ and

$$\frac{d\theta}{dt}=-k_d\theta,\qquad \theta(t)=\theta_p\,e^{-k_dt},$$

where $\theta_p$ is the coverage at the start of the purge. The decay time is $1/k_d=21.9$ ms, longer than the 7.78 ms of the dose because the contribution of $k_a$ to the relaxation is gone.

Starting from the plateau, 100 ms of purge leaves $0.644\,e^{-4.576}=0.0066$. Reaching a coverage of 0.01 takes

$$\frac{\ln(0.6439/0.01)}{45.76\ \mathrm{s^{-1}}}=91\ \mathrm{ms}.$$

Water that remains can react with the metal precursor of the next pulse. If residual gas keeps $k_a$ above zero, the coverage tends to the plateau set by that residual pressure instead of to zero.

**Q.** Here is my main objection. Deposition needs permanent bonds. If a held molecule can react irreversibly, a long enough pulse must fill everything after all.

**A.** That is correct, and it limits the claim. Let $e$ be the fraction of empty sites, $a$ the fraction holding a molecule reversibly and $c$ the fraction permanently converted, with $e+a+c=1$. Suppose conversion occurs at rate $k_r$, needs no second site and leaves the site closed to further molecules. Then

$$\dot e=-k_ae+k_da,\qquad \dot a=k_ae-(k_d+k_r)a,\qquad \dot c=k_ra .$$

Look for solutions in which $e$ and $a$ vary as $e^{-\lambda t}$. The matrix of the first two equations has trace $-S$, with $S=k_a+k_d+k_r$. Its determinant is

$$D=k_a(k_d+k_r)-k_ak_d=k_ak_r .$$

Hence $\lambda^2-S\lambda+D=0$. The discriminant can be written

$$S^2-4D=(k_a-k_r)^2+k_d^2+2k_d(k_a+k_r)>0 ,$$

so both decay rates are real. Their sum $S$ and product $D$ are positive, so both rates are positive. Thus $e$ and $a$ vanish at long times and $c\to1$.

The smaller rate is

$$\lambda_s=\frac{S-\sqrt{S^2-4D}}2=\frac{2D}{S+\sqrt{S^2-4D}}
\approx\frac{k_ak_r}{k_a+k_d+k_r},$$

where the last step uses $D\ll S^2$. If also $k_r\ll k_a+k_d$, this becomes $\lambda_s\approx k_r\theta_{eq}$: conversion proceeds from the sites that are occupied. The reversible plateau is therefore visible in the window

$$\frac1{k_a+k_d}\ll t\ll\frac1{k_r\theta_{eq}} .$$

**Q.** Is that window wide enough to matter?

**A.** It depends strongly on the reaction barrier. Assume 1.10 eV for dissociation, with the same prefactor. Then $k_r=0.138\ \mathrm{s^{-1}}$, and

$$\lambda_s\approx\frac{82.76\times0.1382}{128.66}\ \mathrm{s^{-1}}=0.089\ \mathrm{s^{-1}},$$

or a time of 11.2 s. The plateau is visible at times well inside the range from 8 ms to 11 s. A 100 ms pulse converts 0.8% of the sites. After 60 s, 99.8% are no longer empty. With a barrier of 0.90 eV instead, $k_r$ equals $k_d$ and the window closes: 85% of the sites are no longer empty after 50 ms and 96% after 100 ms. With these numbers "long exposure" means long compared with milliseconds, not with minutes.

**Q.** How close is all this to a real alumina process? You chose convenient constants.

**A.** The pressure and pulse length are of the order used in such reactors, while 400 K is towards the cool end of common operation. The main growth reaction, water with surface methyl groups, is effectively irreversible and is not described by this plateau. The model concerns additional water held as molecules. Its sticking probability is low for such adsorption and is an assumption. The plateau depends on the ratio $s_0/\nu$, and it also rests on a single, known desorption energy, to which it is very sensitive. Lowering $E_d$ by 0.10 eV multiplies $k_d$ by $e^{0.10/0.03447}\approx18$ and lowers the plateau from 0.644 to 0.090. Raising it by 0.10 eV gives 0.971. The value 0.644 is thus a property of the chosen parameters, not a prediction for alumina.

**Q.** And if the desorption energy were known, would temperature control suffice?

**A.** It would help, but the ratio $s_0/\nu$ must be known too. The plateau does depend strongly on temperature. At fixed pressure, $s_0$, $E_d$ and $\nu$, the plateau is 0.880 at 380 K, 0.337 at 420 K and 0.086 at 450 K. With these parameters held fixed, a surface 20 K warmer than intended loses almost half of the plateau coverage. If the low sticking probability comes from an adsorption barrier, $s_0$ rises with temperature and the loss is smaller. The desorption energy then also exceeds the binding energy by about the height of that barrier.

Interactions and disorder also matter. Let repulsion lower the desorption energy by $w\theta$, with $w=0.05$ eV. In mean field, where each site sees the average coverage,

$$\theta=\frac{k_a}{k_a+k_d\,e^{w\theta/k_BT}},$$

whose solution is 0.476. If instead the site energies have a Gaussian spread with standard deviation 0.05 eV, at the same $s_0$ and $\nu$, the mean plateau is 0.605. If molecules do not hop between these unequal sites, the uptake is a sum of exponentials, one for each escape rate, and takes 43.5 ms to reach 99% of its own plateau.

**Q.** My valve is not instantaneous, and the surface consumes gas.

**A.** The valve changes the curve more than the end point. If the pressure rises as $1-e^{-t/t_v}$ with $t_v=10$ ms, the time to 99% of the plateau grows from 35.8 to 52.4 ms. The plateau is unchanged, because the pressure finally reaches the same value. The early curve is no longer a single exponential, so fitting one to it would give a false $k_a+k_d$.

For gas consumption, consider a closed gap 1 cm high with one adsorbing wall. It initially contains $nhA=4.83$ molecules per site, where $h$ is the height. Adsorption lowers the pressure by the factor $1-\theta/4.83$, so the balance is

$$k_a\left(1-\frac{\theta}{4.83}\right)(1-\theta)=k_d\theta ,$$

with solution $\theta=0.612$. Flow that replaces the consumed gas reduces this correction.

Gas must also diffuse to the wall. Equating the initial uptake $s_0J$ to the diffusive flux $\mathcal D\,\Delta n/h$ gives

$$\frac{\Delta n}{n}=\frac{s_0h}{\mathcal D}\sqrt{\frac{k_BT}{2\pi m}}\approx0.057$$

for a rough diffusivity $\mathcal D=300\ \mathrm{cm^2/s}$. This value corresponds to a total pressure of about 1 Torr, mostly nitrogen carrier. If the gap already holds water at the full pressure when uptake starts and its far side is kept at that pressure, this 6% is an upper estimate, because the uptake already slows while the concentration gradient is forming. If the water must first diffuse across the gap, the pressure at the wall also lags by a time of order $h^2/\mathcal D\approx3$ ms, like a slower valve. The drop fades as the net uptake stops.

**Q.** Could a second layer account for the missing molecules?

**A.** Not with weak binding. For a second molecule bound by 0.50 eV, with the same $k_a$ and $\nu$, the occupancy above a filled site is about $1.7\times10^{-5}$. This reuses the ratio $s_0/\nu$ of the first layer and understates a real second layer. Water at 400 K condenses near 1800 Torr, so liquid-like binding gives an occupancy of order $P/P_{sat}\approx10^{-4}$, which is larger but still negligible. Stronger binding or a pressure near condensation would need a multilayer model.

**Q.** So what may I conclude from my flat dose curve?

**A.** That the coverage is steady at that pressure and temperature, on the time scale you examined. In this model, a plateau that rises with pressure shows that sites were empty. A plateau that does not rise by an appreciable fraction of its own height indicates nearly full coverage if the sites are identical and independent, as assumed here. On a real surface, adsorbed molecules or their ligands can block neighbouring sites, and weakly binding sites can stay almost empty at every pressure you try. The plateau can then be nearly flat over the pressures you try, although sites remain unfilled. To claim full coverage, compare the amount taken up with an independent count of the sites. Whether the layer lasts is a separate question, answered by measuring what survives the purge. The numerical output lists the parameters and the main results.

## Computed values

```
temperature: 400 K; kB*T: 0.03447 eV
water pressure: 0.20 Torr
site area: 0.10 nm^2
sticking probability: 0.0010
molecular mass: 18.015 u
desorption energy: 0.90 eV; prefactor: 1.0e+13 1/s
arrival flux: 8.2762e+05 1/(nm^2 s)
adsorption rate ka: 82.76 1/s
desorption rate kd: 45.76 1/s
sum ka+kd: 128.52 1/s = 3.109e-15 atomic units
relaxation time: 7.781 ms
plateau coverage: 0.6439; empty: 0.3561
time to 99% of plateau: 35.83 ms
coverage after 5 ms: 0.3053
coverage after 10 ms: 0.4658
coverage after 20 ms: 0.5947
coverage after 50 ms: 0.6429
coverage after 100 ms: 0.6439
plateau at 10x pressure: 0.9476
observed rate at 1x, 2x pressure: 128.52, 211.28 1/s
zero-pressure intercept: 45.76 1/s
reversible, 0.2 Torr for 10 ms: 0.4658
reversible, 0.02 Torr for 100 ms: 0.1525
no desorption, same two doses: 0.5629, 0.5629
purge decay time: 21.85 ms
coverage after 100 ms purge: 0.00663
purge time to coverage 0.01: 91.0 ms
Neglected effects
plateau if desorption energy is 0.80 eV: 0.0904
plateau if desorption energy is 1.00 eV: 0.9705
plateau at 380 K: 0.8800
plateau at 420 K: 0.3373
plateau at 450 K: 0.0857
site-energy spread (std dev): 0.05 eV
  plateau: 0.6050; 99% time: 43.52 ms
mean-field repulsion at full coverage: 0.05 eV
  plateau: 0.4757
valve opening time: 10 ms
  99% time: 52.42 ms
gas gap: 1.0 cm; gas molecules per site: 4.828
  plateau in closed gap: 0.6123
gas diffusivity (rough): 300 cm^2/s
  initial relative pressure drop: 0.0571
second-layer binding: 0.50 eV; occupancy: 1.65e-05
dissociation barrier: 1.10 eV; rate kr: 0.1382 1/s
  slow filling rate: 0.08898 1/s; time: 11.24 s
  converted fraction after 100 ms: 0.00817
  sites not empty after 60 s: 0.9983
```
